# Gaunt Coefficients of Real Spherical Harmonics for PAW Matrix Elements

## Result

Let \(S_{l\mu}\) be the real orthonormal spherical harmonics and

\[
G=\int S_{l_1\mu_1}S_{l_2\mu_2}S_{l_3\mu_3}\,d\Omega .
\tag{1}
\]

This coefficient can be nonzero only if

1. \(|l_1-l_2|\le l_3\le l_1+l_2\);
2. \(l_1+l_2+l_3\) is even;
3. one of \(|\mu_1|,|\mu_2|,|\mu_3|\) is the sum of the other two;
4. an even number of the \(\mu_i\) are negative.

If all four hold, \(G\) reduces to a single product of 3j symbols. Let \(c\) be the largest \(|\mu|\), and \(a,b\) the other two, so that \(c=a+b\). Then

\[
G=(-1)^c\,\kappa\,\varepsilon\;C(a,b,-c),
\tag{2}
\]

\[
C(m_1,m_2,m_3)=\sqrt{\tfrac{(2l_1+1)(2l_2+1)(2l_3+1)}{4\pi}}
\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}
\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}.
\tag{3}
\]

In (2) each of \(a,b,-c\) stands in the column of the harmonic it came from. The factor \(\kappa\) is \(1/\sqrt2\) if no \(\mu\) is zero and 1 otherwise. The sign \(\varepsilon\) is \(-1\) if the harmonics belonging to \(a\) and \(b\) both have negative \(\mu\), and \(+1\) otherwise.

With all three \(l\le3\) there are 353 nonzero entries among 4096. With \(l_1,l_2\le3\) and \(l_3\le6\), the table needed for pair densities, there are 708 among 12544. In both tables the rules admit six further entries that vanish.

## Where the coefficients enter PAW

Write the partial waves as \(\phi_i(r)S_i\) and their smooth partners as \(\tilde\phi_i(r)S_i\), where \(i\) includes \((l_i,\mu_i)\). For a local, spin-independent potential \(v(\mathbf r)=\sum_L v_L(r)S_L\), with \(L\) short for \((l_3,\mu_3)\), the PAW correction to the matrix element inside the augmentation sphere of radius \(r_c\) is

\[
D_{ij}=\sum_L G_{ijL}\int_0^{r_c}
\left[\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\right]v_L\,r^2dr .
\tag{4}
\]

The angular integral is the same for both kinds of partial wave, so it factors out. Equation (4) holds for one given potential acting on both kinds. In the self-consistent PAW Hamiltonian the all-electron and smooth one-centre terms carry different potentials and compensation-charge terms are added; the radial integrals then differ from (4), while the angular factor is still \(G_{ijL}\). Rule 1 ends the sum at \(l_3=l_i+l_j\), even if \(v\) has higher components. This is why partial waves up to \(l=3\) call for \(l_3\) up to 6. Operators that contain gradients or spin–orbit coupling do not have the form (4) and are not treated here.

## Conventions and the unitary transformation

The complex harmonics \(Y_{lm}\) carry the Condon–Shortley phase, so \(Y_{l,-m}=(-1)^mY_{lm}^*\). For \(m>0\) define

\[
S_{lm}=\sqrt2(-1)^m\,\mathrm{Re}\,Y_{lm},\qquad
S_{l,-m}=\sqrt2(-1)^m\,\mathrm{Im}\,Y_{lm},
\]

and \(S_{l0}=Y_{l0}\). The factor \((-1)^m\) removes the Condon–Shortley sign. Thus \(S_{lm}\) varies as \(\cos m\phi\) and \(S_{l,-m}\) as \(\sin m\phi\); they are called cosine type and sine type.

Insert \(\mathrm{Re}\,Y=(Y+Y^*)/2\), \(\mathrm{Im}\,Y=(Y-Y^*)/2i\) and \(Y_{lm}^*=(-1)^mY_{l,-m}\):

\[
S_{lm}=\frac{(-1)^mY_{lm}+Y_{l,-m}}{\sqrt2},\qquad
S_{l,-m}=\frac{-i(-1)^mY_{lm}+iY_{l,-m}}{\sqrt2}.
\]

Both lines can be written together. Let \(s=1\) for cosine type and \(s=i\) for sine type. The coefficients in \(S_{l\mu}=\sum_mU_{\mu m}Y_{lm}\) are, for \(\mu\ne0\),

\[
U_{\mu,|\mu|}=\frac{(-1)^{|\mu|}s^*}{\sqrt2},\qquad
U_{\mu,-|\mu|}=\frac{s}{\sqrt2},
\tag{5}
\]

and \(U_{00}=1\). All other elements vanish. Each row has norm 1. The two rows with equal \(|\mu|\) have scalar product proportional to \(i-i=0\), so \(U\) is unitary.

A different sign convention for some \(S_{l\mu}\) multiplies \(G\) by the product of the three signs. An entry changes sign where this product is negative; zeros and counts do not change. Keeping the factor \((-1)^{\mu}\) in every harmonic changes no value, because by rule 3 the product is \((-1)^{a+b+c}=(-1)^{2c}=+1\). Coefficients must be used with the harmonics for which they were computed.

## The complex integral from 3j symbols

Consider \(C(m_1,m_2,m_3)=\int Y_{l_1m_1}Y_{l_2m_2}Y_{l_3m_3}d\Omega\), without complex conjugation. Rotating all three functions together leaves the integral unchanged. Coupling \(l_1\) with \(l_2\) yields \(l_3\) at most once, so there is at most one rotational invariant, and its components are the 3j symbols:

\[
C(m_1,m_2,m_3)=A\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}.
\]

To find \(A\), expand the product of two harmonics by completeness,

\[
Y_{l_1m_1}Y_{l_2m_2}=\sum_{l_3m_3}C(m_1,m_2,m_3)\,Y^*_{l_3m_3}.
\]

Multiply by the 3j symbol with a chosen \(l_3,m_3\) and sum over \(m_1,m_2\). The orthogonality of the 3j symbols selects that \(l_3,m_3\) and gives a factor \(1/(2l_3+1)\):

\[
\sum_{m_1m_2}\begin{pmatrix}l_1&l_2&l_3\\m_1&m_2&m_3\end{pmatrix}
Y_{l_1m_1}Y_{l_2m_2}=\frac{A}{2l_3+1}Y^*_{l_3m_3}.
\]

Set \(m_3=0\) and take the direction \(\theta=0\), where \(Y_{lm}=\delta_{m0}\sqrt{(2l+1)/4\pi}\). One term is left:

\[
\begin{pmatrix}l_1&l_2&l_3\\0&0&0\end{pmatrix}
\frac{\sqrt{(2l_1+1)(2l_2+1)}}{4\pi}
=\frac{A}{2l_3+1}\sqrt{\frac{2l_3+1}{4\pi}} .
\]

Solving for \(A\) gives (3).

The 3j symbols are evaluated with the Racah sum. It expresses each symbol as a sign times the square root of a positive rational number times a finite sum \(R\) of rational numbers,

\[
R=\sum_t\frac{(-1)^t}{t!\,(l_3-l_2+t+m_1)!\,(l_3-l_1+t-m_2)!\,d_t},
\]

\[
d_t=(l_1+l_2-l_3-t)!\,(l_1-t-m_1)!\,(l_2-t+m_2)! ,
\]

where \(t\) runs over the integers for which no factorial has a negative argument. In rational arithmetic a vanishing symbol comes out as exactly zero, so no threshold is needed to recognise it. The complex integrals obtained in this way were tested against direct quadrature for the whole table.

## Selection rules and the one-term formula

Rule 1 is the triangle condition of the 3j symbol. Rule 2 follows from inversion, under which \(S_{l\mu}\) acquires the factor \((-1)^l\): an odd sum makes the integrand odd.

For the other two rules, transform all three harmonics:

\[
G=\sum_{m_1m_2m_3}U_{\mu_1m_1}U_{\mu_2m_2}U_{\mu_3m_3}\,C(m_1,m_2,m_3).
\tag{6}
\]

By (5), \(m_i=\pm|\mu_i|\). The integral over \(\phi\) requires \(m_1+m_2+m_3=0\). Some choice of signs must therefore make the three absolute values cancel, which is rule 3.

**No zero among the \(\mu\).** With \(c=a+b\), two sign patterns survive: \((a,b,-c)\) and \((-a,-b,c)\). Reversing all \(m\) multiplies a 3j symbol by \((-1)^{l_1+l_2+l_3}\), which is \(+1\) by rule 2, so both patterns have the same \(C\). Their prefactors follow from (5):

\[
\frac{(-1)^{a+b}}{2\sqrt2}s_a^*s_b^*s_c
\qquad\text{and}\qquad
\frac{(-1)^{c}}{2\sqrt2}s_as_bs_c^* .
\]

Since \((-1)^{a+b}=(-1)^c\), these are complex conjugates, and their sum is

\[
\frac{(-1)^c}{\sqrt2}\,\mathrm{Re}\left(s_a^*s_b^*s_c\right).
\]

For three cosine types the real part is 1. If \(a\) and \(b\) are sine type, it is \((-i)^2=-1\). If \(c\) and one of the others are sine type, it is \((-i)(i)=1\). For one or three sine types the product is \(\pm i\) and the real part vanishes. This gives rule 4 and the values of \(\kappa\) and \(\varepsilon\).

**One zero.** Let \(a=0\), so \(b=c>0\). The factor for \(a\) is 1, and the prefactors add to

\[
\frac{(-1)^c}{2}\left(s_b^*s_c+s_bs_c^*\right)=(-1)^c\,\mathrm{Re}(s_b^*s_c).
\]

This is \((-1)^c\) for equal types and zero for unequal types, so \(\kappa=\varepsilon=1\).

**All zero.** Equation (6) has one term with coefficient 1, in agreement with (2).

Rule 4 also has a geometric reading: the reflection \(\phi\to-\phi\) changes the sign of every sine-type function, so an odd number of them makes the integral vanish.

## Product quadrature and its error

The second route uses neither 3j symbols nor \(U\). With \(x=\cos\theta\), take \(n\) Gauss–Legendre nodes in \(x\) and \(N\) azimuths \(\phi_k=2\pi k/N\), \(k=0,\dots,N-1\).

Consider the azimuth first. The integrand contains Fourier terms \(e^{iM\phi}\) with \(M=\pm\mu_1\pm\mu_2\pm\mu_3\). The grid average of such a term is 1 if \(M\) is a multiple of \(N\), and 0 otherwise. The true average is 1 for \(M=0\) alone. For the larger table \(|M|\le3+3+6=12\), so \(N=13\) is exact.

Next, the polar part. Each harmonic contains \((1-x^2)^{|\mu|/2}\) times a polynomial of degree \(l-|\mu|\). If \(|\mu_1|+|\mu_2|+|\mu_3|\) is odd, the square root remains and the integrand is not a polynomial in \(x\). But then \(M\) is odd and cannot be zero, so the azimuthal sum has already removed the entry. In all remaining cases the integrand is a polynomial of degree at most \(l_1+l_2+l_3\le12\). Gauss–Legendre quadrature is exact to degree \(2n-1\), hence \(n=7\) suffices.

For a general \(l_{\max}\), with \(l_3\le2l_{\max}\), the degree is at most \(4l_{\max}\). The same argument gives \(n=2l_{\max}+1\) and \(N=4l_{\max}+1\). Here the grid has \(7\times13=91\) points.

### One polar node too few

Let \(p(x)\) have degree \(2n\) and leading coefficient \(k\), and let \(\hat P_n\) be the Legendre polynomial scaled to leading coefficient 1. Then \(p=k\hat P_n^2+q\), with \(q\) of degree at most \(2n-1\). The rule integrates \(q\) exactly but returns zero for \(\hat P_n^2\), because the nodes are its roots. The magnitude of the error is therefore \(|k|\int_{-1}^1\hat P_n^2dx\).

Apply this with \(n=6\) to the entry \((3,0),(3,0),(6,0)\). The leading coefficients of \(P_3\) and \(P_6\) are \(5/2\) and \(231/16\), and \(\int P_6^2dx=2/13\). Including the normalisation and the factor \(2\pi\) from the azimuth,

\[
|\delta G|=2\pi\frac{7\sqrt{13}}{(4\pi)^{3/2}}
\left(\frac52\right)^2\frac{231}{16}\left(\frac{16}{231}\right)^2\frac{2}{13}
=0.2371 .
\]

This equals the largest error found in the whole table with six polar nodes.

### One azimuth too few

With \(N=12\), the term \(M=12\) is mistaken for a constant. For \((3,3),(3,3),(6,6)\) the azimuthal factor is

\[
\cos^2 3\phi\,\cos6\phi=\tfrac14+\tfrac12\cos6\phi+\tfrac14\cos12\phi .
\]

Its average is \(1/4\), but the grid returns \(1/2\). The computed coefficient is twice the true one, a relative error of 100%. The largest absolute error in the table is 0.2548. One missing azimuth thus does not cause a slight loss of accuracy; it makes particular coefficients wrong at leading order.

### Rounding

With the full grid the two routes differ by at most \(8.9\times10^{-16}\) in absolute value. The smallest nonzero coefficient has magnitude 0.011854, so relative to any nonzero coefficient the difference is below \(10^{-13}\). Entries counted as zero have quadrature values up to \(5.8\times10^{-16}\). The threshold \(10^{-10}\) used for counting lies in this wide gap, and the count does not depend on its precise value.

Exactness here concerns products of three harmonics. If the same grid is used to project a potential on \(S_L\), all components with \(l_3\le6\) are exact if the potential's own angular expansion ends at degree 6, by the same counting of degrees. Beyond that exactness is not guaranteed: on 13 azimuths \(\cos7\phi\) coincides with \(\cos6\phi\), so a term \(S_{77}\) in the potential produces a spurious component along \(S_{66}\). An exchange–correlation potential is a nonlinear function of the density and has in general no finite expansion, so its \(v_L\) need a convergence test.

## Counting the entries

Applying the rules in succession leaves the following numbers of entries.

| Condition added | all \(l\le3\) | \(l_3\le6\) |
|---|---:|---:|
| none | 4096 | 12544 |
| triangle | 3436 | 7056 |
| even sum of \(l\) | 1875 | 4326 |
| rule for \(\lvert\mu\rvert\) | 695 | 1398 |
| even number of sines | 359 | 714 |
| nonzero value | 353 | 708 |

The nonzero fractions are 8.6% and 5.6%, so a list of indices and values is preferable to a full array. Since \(G\) is symmetric under exchange of its three index pairs, the 353 entries contain 77 distinct ones up to permutation.

The complex table gives an independent check. Fix the \(l\) values and the absolute values of the \(m\). If none is zero, there are two complex entries, related by reversal, but four real ones: no sine type, or one of three choices of two sine types. If one is zero, there are two of each; if all are zero, one of each. By (2) all members of such a group vanish together or not at all. Hence

\[
N_{\rm real}=2N_{\text{no zero }m}+N_{\text{some zero }m}.
\]

The complex counts give \(2\cdot90+173=353\) and \(2\cdot216+276=708\).

For smaller bases the nonzero counts are:

| \(l_{\max}\) | all \(l\le l_{\max}\) | \(l_3\le2l_{\max}\) |
|---:|---:|---:|
| 0 | 1 | 1 |
| 1 | 10 | 21 |
| 2 | 83 | 162 |
| 3 | 353 | 708 |

The value 21 can be verified by hand. The pair \(ss\) gives 1 entry; \(sp\) and \(ps\) give 6; \(pp\) with \(l_3=0\) gives 3. For \(pp\) with \(l_3=2\), the products \(x^2\) and \(y^2\) each contain two harmonics and \(z^2\) one, while the six ordered mixed products contain one each, which makes 11.

## The six zeros that the rules miss

In both tables these zeros are the arrangements of \((2,0),(3,2),(3,2)\) and of \((2,0),(3,-2),(3,-2)\), three each. They have a symmetry reason that the four rules do not contain.

On the unit sphere \(S_{3,-2}=\sqrt{105/4\pi}\,xyz\). Its square is unchanged when the axes are permuted, so in this orbital \(\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=1/3\), and

\[
\langle3z^2-1\rangle=0 .
\]

Since \(S_{20}\propto3z^2-1\), the coefficient vanishes. Likewise \(\langle x^2-y^2\rangle=0\), and \(\langle xy\rangle\), \(\langle yz\rangle\), \(\langle zx\rangle\) vanish by reflection of one axis. The density of the orbital has no quadrupole at all. The function \(S_{3,2}\) is the same orbital turned by \(45^\circ\) about \(z\), which leaves \(S_{20}\) unchanged, so its coefficient with \(S_{20}\) vanishes too.

The completeness of this list is established for the two tables considered here. For larger \(l\), the rational sum \(R\) must be examined again.

## Worked example

### One coefficient

Take \((2,-1),(3,-2),(3,3)\). The triangle condition holds, \(2+3+3=8\) is even, \(3=1+2\), and there are two sine types. The 3j symbols are 0.195180 for zero \(m\) and \(-0.243975\) for \((1,2,-3)\). With the root prefactor 4.415482,

\[
C=4.415482\times0.195180\times(-0.243975)=-0.210261 .
\]

Here \(c=3\), so \((-1)^c=-1\). No \(\mu\) is zero, so \(\kappa=1/\sqrt2\). Both summands are sine type, so \(\varepsilon=-1\). The two signs cancel:

\[
G=(-1)\frac{1}{\sqrt2}(-1)(-0.210261)=-0.148677 .
\]

The full transformation (6) and the quadrature give the same value.

### An expectation value

Let an electron occupy the angular orbital \(S_{3,-2}\), and let \(V=x^4+y^4+z^4\) on the unit sphere, a dimensionless potential of cubic symmetry. In a PAW calculation a radial integral would multiply each multipole term. The density multipoles are \(n_{LM}=\int S_{LM}S_{3,-2}^2d\Omega\), which are Gaunt coefficients, and \(v_{LM}=\int S_{LM}V\,d\Omega\). By orthonormality \(\langle V\rangle=\sum v_{LM}n_{LM}\).

| \((L,M)\) | \(n_{LM}\) | \(v_{LM}\) |
|---|---:|---:|
| (0,0) | 0.282095 | 2.126945 |
| (4,0) | −0.179515 | 0.472654 |
| (4,4) | −0.151718 | 0.399466 |
| (6,0) | 0.071126 | 0 |
| (6,4) | −0.188183 | 0 |

The potential has no \(L=6\) part because it is a polynomial of degree four. The sum is

\[
\langle V\rangle=0.6000-(0.08485+0.06061)=0.6000-0.1455=0.4545 .
\]

A Cartesian calculation confirms it. For independent Gaussian variables of unit variance, \(\langle x^py^qz^r\rangle=(p-1)!!(q-1)!!(r-1)!!\) for even powers. This factorises into the spherical average times \(\langle\rho^{p+q+r}\rangle=(p+q+r+1)!!\), where \(\rho\) is the length of the vector. The spherical average of \(x^6y^2z^2\) is therefore \(5!!/11!!=15/10395\), and

\[
\langle V\rangle=105\cdot3\cdot\frac{15}{10395}=\frac5{11}=0.4545 .
\]

The value lies below the spherical average of \(V\), which is 0.6000. The orbital is concentrated along the cube diagonals, where \(V\) has its minimum \(1/3\), and vanishes on the axes, where \(V=1\). Along \((1,1,1)\) the multipole sum gives the density 0.309468, equal to \(105/(4\pi\cdot27)\) from the Cartesian form. Leaving out the \(L=6\) multipoles would not change \(\langle V\rangle\) for this potential, but it would change the density itself. The numerical output lists these values together with the counts and quadrature errors.

## Values computed for the example and the checks

```
All numbers are dimensionless
quadrature grid: 7 polar x 13 azimuthal = 91 points
max |G(3j) - G(quadrature)| = 8.9e-16
max error with 6 polar nodes = 0.2371
max error with 12 azimuths = 0.2548
smallest nonzero |G| (PAW table) = 0.011854
largest |G| outside the nonzero set = 5.8e-16
Entries left after each step: all l<=3 | PAW table l3<=6
  all entries: 4096 | 12544
  triangle: 3436 | 7056
  even l sum: 1875 | 4326
  |mu| rule: 695 | 1398
  even sine number: 359 | 714
  nonzero: 353 | 708
  remaining zeros: 6 | 6
complex nonzero, l<=3: no m zero 90, some m zero 173
complex nonzero, PAW: no m zero 216, some m zero 276
permutation-distinct nonzero entries, l<=3: 77
Nonzero counts by lmax: all l<=lmax | l3<=2 lmax
  lmax=0: 1 | 1
  lmax=1: 10 | 21
  lmax=2: 83 | 162
  lmax=3: 353 | 708
Zeros not covered by the rules, as (l,mu) triples:
   ((2, 0), (3, -2), (3, -2))
   ((2, 0), (3, 2), (3, 2))
Example (2,-1),(3,-2),(3,3):
  3j(2 3 3; 0 0 0) = 0.195180
  3j(2 3 3; 1 2 -3) = -0.243975
  root prefactor = 4.415482
  complex integral C = -0.210261
  G one-term formula = -0.148677
  G full transformation = -0.148677
  G quadrature = -0.148677
Nonzero multipoles n_LM of the xyz orbital density:
  n(0, 0) = 0.282095, potential v(0, 0) = 2.126945
  n(4, 0) = -0.179515, potential v(4, 0) = 0.472654
  n(4, 4) = -0.151718, potential v(4, 4) = 0.399466
  n(6, 0) = 0.071126, potential v(6, 0) = 0.000000
  n(6, 4) = -0.188183, potential v(6, 4) = 0.000000
density along (1,1,1), multipole sum = 0.309468
density along (1,1,1), Cartesian = 0.309468
<x^4+y^4+z^4> from multipoles = 0.454545
<x^4+y^4+z^4> from Cartesian moments = 0.454545
spherical average of x^4+y^4+z^4 = 0.600000
```
